\section*{Rotation-invariant ensemble density-functional theory with a full occupation matrix, part 1}

(Sections cited here and not found follow in the later parts.)

\section*{Appendix: ensemble density-functional theory with a full occupation matrix}

\subsection*{An energy that depends on how the orbitals are labelled}

For a square Na$_4$ cluster in the local-density approximation at an electronic temperature of 3000~K, take eleven orthonormal trial orbitals, give each its own occupation number, and minimise the free energy over these eleven numbers. The result is $-2.6143$~aJ. Mix the same orbitals among themselves with a random unitary matrix, so that they span the same space, and repeat the minimisation. The result is $-2.0374$~aJ. If the eleven numbers are replaced by a Hermitian $11\times 11$ matrix and the minimisation runs over the whole matrix, the original orbitals and three random mixtures of them all give $-3.12097227$~aJ ($-19.479577$~eV), with differences of a few $10^{-15}$~aJ. The second functional is the projected functional $G$ of Marzari-Vanderbilt-Payne ensemble density-functional theory. It sees only the subspace, while the first one sees the basis chosen in it. Apart from the grid and basis shifts given as caveats for the Na$_4$ example, all numbers quoted here come from the program printed, with its output, after this appendix.

\subsection*{Conventions and the functional}

There are $N$ electrons, a spin degeneracy $g=2$ (no spin polarisation), and $M$ orthonormal spatial orbitals, $\langle\psi_i|\psi_j\rangle=\delta_{ij}$. The temperature $T$ is positive and $M>N/g$. The occupation matrix $f$ is a Hermitian $M\times M$ matrix in the set
\begin{equation}
\mathcal F=\{\,f=f^\dagger:\ 0\le f\le 1,\ \ g\,\mathrm{tr} f=N\,\},
\end{equation}
where $0\le f\le1$ means that every eigenvalue lies in $[0,1]$. The symbol $\mathrm{tr}$ is the trace of an $M\times M$ matrix and $\mathrm{Tr}$ the trace over the whole one-electron space. The density operator per spin and the number density are
\begin{equation}
\hat\gamma=\sum_{ij}|\psi_i\rangle f_{ij}\langle\psi_j| ,\qquad
n(\mathbf r)=g\sum_{ij}f_{ij}\,\psi_i(\mathbf r)\psi_j^*(\mathbf r).
\label{eq:gamma}
\end{equation}
The density-independent part of the Hamiltonian, with an optional uniform field $\mathcal E$ along $x$, is
\begin{equation}
\hat h=-\frac{\hbar^2}{2m}\nabla^2+\hat V_{\rm ion}+e\mathcal E x .
\end{equation}
The operator $\hat V_{\rm ion}$ may be nonlocal. The sign of the last term follows from the electrostatic potential $-\mathcal E x$ and the electron charge $-e$. Since $\mathrm{Tr}(\hat h|\psi_i\rangle\langle\psi_j|)=\langle\psi_j|\hat h|\psi_i\rangle=h_{ji}$, the one-body energy is $g\,\mathrm{Tr}(\hat\gamma\hat h)=g\sum_{ij}f_{ij}h_{ji}=g\,\mathrm{tr}(fh)$. The free-energy functional is
\begin{align}
A[\psi,f]&=E[\psi,f]-TS[f],\qquad E=g\,\mathrm{tr}(fh)+E_{\rm Hxc}[n]+E_{II},\label{eq:A}\\
E_{\rm Hxc}[n]&=\frac{e^2}{8\pi\varepsilon_0}\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'+E_{\rm xc}[n],\\
-TS[f]&=g k_BT\,\mathrm{tr}\,s(f),\qquad s(p)=p\ln p+(1-p)\ln(1-p),
\end{align}
with $E_{II}$ the ion-ion energy and $s(0)=s(1)=0$. A function of a Hermitian matrix is defined through its eigenvalues: if $f=V\,\mathrm{diag}(p_k)V^\dagger$ then $s(f)=V\,\mathrm{diag}(s(p_k))V^\dagger$, so $\mathrm{tr}\,s(f)=\sum_ks(p_k)$. This is the entropy of independent fermions whose natural orbitals have occupations $p_k$. It is not $\sum_i s(f_{ii})$.

The exchange-correlation energy is assumed differentiable, with $v_{\rm Hxc}=\delta E_{\rm Hxc}/\delta n$ having finite matrix elements for every $f\in\mathcal F$. The Kohn-Sham operator and its matrix in the subspace are $\hat H=\hat h+v_{\rm Hxc}[n]$ and $H_{ij}=\langle\psi_i|\hat H|\psi_j\rangle$. The projected functional is the global minimum
\begin{equation}
G[\psi]=\min_{f\in\mathcal F}A[\psi,f].
\label{eq:G}
\end{equation}
The set $\mathcal F$ is closed and bounded in a finite-dimensional space and $A$ is continuous in $f$, so the minimum is attained at some $f^*$. The set is also convex: for $a,b\in\mathcal F$, $0\le\beta\le1$ and a unit vector $u$, the number $u^\dagger[(1-\beta)a+\beta b]u$ is a weighted mean of two numbers in $[0,1]$, and the trace is linear.

\subsection*{Covariance of $A$ and invariance of $G$}

Let $U$ be an $M\times M$ unitary matrix, and define $\psi'=\psi U$ by $\psi'_i=\sum_k\psi_kU_{ki}$, together with $f'=U^\dagger fU$. The density operator is unchanged:
\begin{equation}
\hat\gamma'=\sum_{ij}\sum_{kl}|\psi_k\rangle U_{ki}f'_{ij}U_{lj}^*\langle\psi_l|
=\sum_{kl}|\psi_k\rangle\,(Uf'U^\dagger)_{kl}\langle\psi_l|=\hat\gamma ,
\end{equation}
because $Uf'U^\dagger=UU^\dagger fUU^\dagger=f$. The energy $E$ depends on $\psi$ and $f$ only through $\hat\gamma$, by way of $\mathrm{Tr}(\hat\gamma\hat h)$ and $n(\mathbf r)=g\langle\mathbf r|\hat\gamma|\mathbf r\rangle$, so it is unchanged. The matrix $f'$ has the eigenvalues of $f$, so $S$ is unchanged. Hence
\begin{equation}
A[\psi U,U^\dagger fU]=A[\psi,f].
\label{eq:cov}
\end{equation}
With a random $f$ and a random complex $U$ the example gives $-1.94582279$~aJ on both sides, while $A[\psi U,f]$, with $f$ left unrotated, is $-1.78852506$~aJ. The functional $A$ is covariant; at fixed $f$ it is not invariant.

The map $f\mapsto U^\dagger fU$ preserves eigenvalues and therefore sends $\mathcal F$ into $\mathcal F$. It has the inverse $f'\mapsto Uf'U^\dagger$, so it is a bijection, and as $f$ runs over $\mathcal F$ so does $U^\dagger fU$. Then
\begin{equation}
G[\psi U]=\min_{f'\in\mathcal F}A[\psi U,f']=\min_{f\in\mathcal F}A[\psi U,U^\dagger fU]=\min_{f\in\mathcal F}A[\psi,f]=G[\psi].
\label{eq:inv}
\end{equation}
The second equality is the bijection and the third is Eq.~(\ref{eq:cov}). If $f^*$ minimises $A[\psi,\cdot]$, then $U^\dagger f^*U$ minimises $A[\psi U,\cdot]$. Two orthonormal sets with the same span are related by $U_{ki}=\langle\psi_k|\psi'_i\rangle$, which is unitary, so $G$ is a function of the projector $\hat P=\sum_i|\psi_i\rangle\langle\psi_i|$ alone.

Three properties were used: $E$ depends on $\hat\gamma$ only, $S$ depends on the spectrum of $f$ only, and the allowed set is closed under unitary conjugation. Exact exchange and Hubbard corrections built from projections of $\hat\gamma$ keep the first property. An energy built from the individual orbital densities $|\psi_i|^2$, such as the Perdew-Zunger self-interaction correction, does not. Restricting $f$ to diagonal matrices violates the third property.

The minimiser need not be unique. The density is linear in $f$, the Hartree energy is a non-negative quadratic form in $n$ (its kernel $e^2/\varepsilon_0k^2$ is positive in reciprocal space), and $\mathrm{tr}\,s$ is strictly convex, as Eq.~(\ref{eq:klein}) shows, so without $E_{\rm xc}$ the minimiser is unique. Local exchange, proportional to $-\int n^{4/3}d^3r$, is concave and removes this guarantee. The bijection maps neighbourhoods onto neighbourhoods, so local minima correspond one to one with equal values, but a code that falls into different local minima for $\psi$ and $\psi U$ will report different numbers. The program tests Eq.~(\ref{eq:inv}) by starting each of three rotated problems from its own random $f$, unrelated to $U$. The minimisers agree with $U^\dagger f^*U$ to about $10^{-10}$ in Frobenius norm. This is evidence of a single relevant minimum for this system and no proof of uniqueness.

\subsection*{The derivative with respect to $f$ and the stationary point}

For the energy at fixed orbitals, $\delta n=g\sum_{ij}\delta f_{ij}\psi_i\psi_j^*$ gives
\begin{equation}
\delta E_{\rm Hxc}=\int v_{\rm Hxc}\,\delta n\,d^3r=g\sum_{ij}\delta f_{ij}\langle\psi_j|v_{\rm Hxc}|\psi_i\rangle ,
\end{equation}
and adding $g\,\mathrm{tr}(h\,\delta f)$ yields $\delta E=g\,\mathrm{tr}(H\,\delta f)$.

For the entropy, $f$ and $\delta f$ do not commute in general. Let $f(t)=f+t\Delta$. For a power,
\begin{equation}
\frac{d}{dt}\mathrm{tr} f^k=\sum_{m=0}^{k-1}\mathrm{tr}\,(f^m\Delta f^{k-1-m})=k\,\mathrm{tr}(f^{k-1}\Delta),
\end{equation}
since the trace is cyclic. By linearity any polynomial $q$ obeys
\begin{equation}
\mathrm{tr}\,q(f(t))-\mathrm{tr}\,q(f)=\int_0^t\mathrm{tr}[q'(f(\tau))\Delta]\,d\tau .
\end{equation}
Suppose the spectrum of $f(\tau)$ stays in a closed interval inside $(0,1)$. There $s'$ is continuous and is the uniform limit of polynomials $q_n'$, whose antiderivatives $q_n$, fixed to equal $s$ at one point, converge uniformly to $s$. Both sides of the identity converge, so it holds with $s$ in place of $q$, and differentiation at $t=0$ gives $\delta\,\mathrm{tr}\,s(f)=\mathrm{tr}[s'(f)\delta f]$, also for degenerate eigenvalues. Here $s'(p)=\ln p+1-\ln(1-p)-1=\ln[p/(1-p)]\equiv\mathrm{logit}\,p$. Therefore
\begin{equation}
\delta A=g\,\mathrm{tr}\big[(H+k_BT\,\mathrm{logit} f)\,\delta f\big].
\label{eq:dAdf}
\end{equation}
At a random $f$, along a random traceless direction, this formula and a central difference of $A$ both give $-0.0201145$~aJ.

Equation~(\ref{eq:dAdf}) can be set to zero only if $f^*$ is interior. Suppose a minimiser $f$ had an eigenvalue 0 or 1. Let $p_0=N/gM$, which lies in $(0,1)$ because $M>N/g$, and move to $(1-\beta)f+\beta p_0\mathbf 1\in\mathcal F$, with eigenvalues $p_k+\beta(p_0-p_k)$. The energy and the entropy terms of interior eigenvalues change by amounts bounded by a constant times $\beta$. An eigenvalue 0 contributes $s(\beta p_0)=\beta p_0\ln\beta+O(\beta)$, and an eigenvalue 1 contributes $\beta(1-p_0)\ln\beta+O(\beta)$. These terms are negative and exceed any multiple of $\beta$ in size as $\beta\to0$, so $A$ decreases and $f$ was no minimum. Hence $0<f^*<1$ strictly for $T>0$.

At an interior point every traceless Hermitian $\delta f$ is allowed. With $R=H+k_BT\,\mathrm{logit} f^*$ and $\mu=\mathrm{tr}R/M$, choose $\delta f\propto R-\mu\mathbf 1$. Then $0=\mathrm{tr}[R(R-\mu\mathbf 1)]=\mathrm{tr}[(R-\mu\mathbf 1)^2]$, where the tracelessness of $R-\mu\mathbf 1$ allowed $\mu\mathbf 1$ to be subtracted from the first factor. A Hermitian matrix whose square has zero trace vanishes, so
\begin{equation}
H[f^*]+k_BT\,\mathrm{logit} f^*=\mu\mathbf 1 .
\label{eq:stat}
\end{equation}
In the eigenbasis of $f^*$ this makes $H$ diagonal, with entries $\epsilon_k$ obeying $p_k/(1-p_k)=e^{(\mu-\epsilon_k)/k_BT}$. Solving for $p_k$,
\begin{equation}
f^*=F(H[f^*]),\qquad F(H)=\big[e^{(H-\mu)/k_BT}+\mathbf 1\big]^{-1},\qquad [f^*,H]=0 .
\label{eq:FD}
\end{equation}
For a given $H$ the value of $\mu$ is unique, because $g\,\mathrm{tr}F$ rises strictly from 0 to $gM$ as $\mu$ increases. Equation~(\ref{eq:FD}) holds for arbitrary orbitals, far from any Kohn-Sham solution; the $\epsilon_k$ are eigenvalues of $\hat P\hat H\hat P$ in the subspace. For the trial orbitals of the example the off-diagonal part of $f^*$ has norm $0.70$, while the commutator has norm $6\times10^{-11}$~aJ, a residue of the stopping threshold: the inner loop described below stops at $\|\tilde f-f\|<10^{-10}$ and returns $\tilde f=F(H[f])$ together with $H[\tilde f]$, so the commutator equals $[\tilde f,H[\tilde f]-H[f]]$, which is linear in $\tilde f-f$. The program also checks from the definition of $A$ that along four random traceless directions the slope at $f^*$ vanishes and the curvature is positive.

For $M=N/g$ the set $\mathcal F$ contains only $\mathbf 1$, and $G$ is the usual invariant energy of an insulator. For $k_BT$ much larger than the spread of the $\epsilon_k$, $f^*\to p_0\mathbf 1$. At $T=0$ the minimiser may lie on the boundary and Eq.~(\ref{eq:stat}) is lost, but Eq.~(\ref{eq:inv}) did not use $T>0$ and still holds.

\subsection*{Infinitesimal rotations}

Let $U=e^{tK}$ with $K^\dagger=-K$, at fixed $f$. Equation~(\ref{eq:cov}), applied to the matrix $UfU^\dagger$, gives $A[\psi U,f]=A[\psi,UfU^\dagger]$. A rotation of the orbitals is thus the same as the change $\delta f=t(Kf-fK)$ at fixed orbitals, which leaves the spectrum and the entropy alone. From $\delta E=g\,\mathrm{tr}(H\delta f)$ and cyclicity,
\begin{equation}
\frac{dA}{dt}=g\,\mathrm{tr}(HKf-HfK)=g\,\mathrm{tr}(KfH-KHf)=g\,\mathrm{tr}\big(K[f,H]\big).
\label{eq:rot}
\end{equation}
At a random $f$ the formula and the finite difference both give $-0.0482099$~aJ. At $f^*$ the commutator vanishes and so does the derivative. The converse gives the commutation without reference to the form of the entropy. The matrix $UfU^\dagger$ is always in $\mathcal F$, for both signs of $t$, so at any minimiser Eq.~(\ref{eq:rot}) vanishes for all $K$. The matrix $C=[f,H]$ is anti-Hermitian, the choice $K=C^\dagger$ gives $\mathrm{tr}(C^\dagger C)=0$, and $C=0$. This argument also holds at $T=0$.

The functional $A$ is covariant under rotations of the orbitals and its minimum $G$ is invariant; for $T>0$ the minimiser $f^*$ is the Fermi-Dirac function of its own subspace Hamiltonian and commutes with it. What remains is to find the gradients of $G$, the loops that minimise it and the cost of diagonal occupations, and to treat the Na$_4$ example in full.

Numbers in the example were calculated in double precision.
